# Why adiabatic band-edge shifts diverge in polar crystals: verification in Python

```python
# Result under test (Hartree atomic units). Cubic polar crystal, LO frequency w, parabolic edge
# of mass m, vertex |g_q|^2 = 2 pi w/(es Omega q^2), 1/es = 1/eps_inf - 1/eps_0.
# Adiabatic Fan shift at the edge: integrand ~ q^-4, diverges as 1/q_min (linearly in grid size N,
# as delta^-1/2 in a broadening). With w kept in the denominator: shift = -alpha w,
# alpha = sqrt(m/2w)/es, qw = sqrt(2 m w). n = Bose factor, f = occupation, L = N a.
import warnings
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad, IntegrationWarning
from scipy.special import i0e
from scipy.constants import physical_constants as pc
warnings.simplefilter("ignore", IntegrationWarning)
pi = np.pi
meV = 1e3 * pc["Hartree energy in eV"][0]
amu = pc["atomic mass constant"][0] / pc["electron mass"][0]
kB = pc["kelvin-hartree relationship"][0]
def close(x, y, tol): return abs(x - y) <= tol * abs(y)

a, M1, M2, Zb, einf, wTO, m, gap, T = 8.0, 20.0, 40.0, 2.0, 5.0, 25 / meV, 0.3, 3000 / meV, 300.0
print(f"inputs: a={a} bohr, M={M1},{M2} u, Z*={Zb}, eps_inf={einf}, m={m} m_e")
print(f"inputs: w_TO={wTO*meV:.1f} meV, gap={gap*meV:.0f} meV, T={T} K")
# vertex from the diagonalized dynamical matrix; eps_0 from the static ionic response
Om = a**3
mass = np.repeat([M1 * amu, M2 * amu], 3)
mu = M1 * M2 / (M1 + M2) * amu
C = mu * wTO**2 * np.kron([[1, -1], [-1, 1]], np.eye(3))
Z = Zb * np.hstack([np.eye(3), -np.eye(3)])
qh = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
Cq = C + 4 * pi / Om * np.outer(qh @ Z, qh @ Z) / einf
ev, vec = np.linalg.eigh(Cq / np.sqrt(np.outer(mass, mass)))
freq = np.sqrt(ev[3:]); w = freq[2]
eps0 = einf + 4 * pi / Om * (Z @ np.linalg.pinv(C, rcond=1e-10) @ Z.T)[0, 0]
es = 1 / (1 / einf - 1 / eps0)
gq = [4*pi/(Om*einf) * (qh @ Z @ (vec[:, 3+i] / np.sqrt(2*mass*freq[i]))) for i in range(3)]
G = Om * gq[2]**2                      # Omega q^2 |g|^2
assert close(freq[0], wTO, 1e-10) and close(eps0 / einf, (w / wTO)**2, 1e-10)
assert close(G, 2 * pi * w / es, 1e-10) and max(abs(gq[0]), abs(gq[1])) < 1e-9 * abs(gq[2])
alpha = np.sqrt(m / (2 * w)) / es; qw = np.sqrt(2 * m * w); aw = alpha * w
print(f"Omega={Om:.0f} bohr^3, reduced mass={mu:.1f} m_e")
print(f"w_LO={w*meV:.3f} meV = {w:.6e} Ha, eps_0={eps0:.4f}, 1/es={1/es:.5f}")
print(f"Omega q^2 |g|^2 = {G:.5e} Ha^2 bohr")
print(f"alpha={alpha:.4f}, qw={qw:.5f} 1/bohr, 1/qw={1/qw:.2f} bohr")
print(f"-alpha w = {-aw*meV:.3f} meV")

def fan(dE, om, n, f):
    # a channel of zero weight is skipped, so its pole never produces 0/0
    total = 0.0
    if n + 1 - f != 0: total = total + (n + 1 - f) / (dE - om)
    if n + f != 0: total = total + (n + f) / (dE + om)
    return total
# electron coupled to modes +q, -q (units w=1, D=q^2/2m): quantum phonons versus frozen ones
def dynamic(D, g, n1, n2, K=9):
    A = np.diag(np.sqrt(np.arange(1.0, K)), 1); I = np.eye(K)
    p, r = np.divmod(np.arange(K * K), K)
    V = np.kron(A, I) + np.kron(I, A)
    E, U = np.linalg.eigh(np.diag(D * ((r-n2) - (p-n1))**2 + p + r - n1 - n2) + g * (V + V.T))
    return E[np.argmax(U[n1 * K + n2]**2)]
def frozen(D, g, n):
    x, wt = np.polynomial.hermite_e.hermegauss(10); x = x * np.sqrt(n + 0.5); wt = wt / wt.sum()
    H0 = np.diag(D * np.arange(-4, 5)**2).astype(complex); S = np.eye(9, k=1); tot = 0.0
    for xc, wc in zip(x, wt):
        for xs, ws in zip(x, wt):
            u = g * (xc + 1j * xs)
            tot += wc * ws * np.linalg.eigvalsh(H0 + u * S + np.conj(u) * S.T)[0]
    return tot
g = 1e-4
for D in (0.37, 0.05):
    d, fz = dynamic(D, g, 0, 0), frozen(D, g, 0)
    assert close(d, 2 * g*g * fan(-D, 1, 0, 0), 1e-4) and close(fz, -2 * g*g / D, 1e-4)
    print(f"two modes, D/w={D}: dynamic {d/g**2:.4f}, frozen {fz/g**2:.4f} (g^2/w)")
assert close(dynamic(0.37, g, 2, 3), g*g * (fan(-0.37, 1, 2, 0) + fan(-0.37, 1, 3, 0)), 1e-4)
assert close(frozen(0.37, g, 1.5), -2 * g*g * 4 / 0.37, 1e-4)

# small-q exponents with Bloch overlaps from a four-band s-p model
P = np.sqrt((1 / m - 1) * gap / 2)
def parts(q):
    H = np.diag([-q*q/2] * 3 + [gap + q*q/2]); H[3, :3] = H[:3, 3] = P * q * qh
    E, U = np.linalg.eigh(H); ov = U[3]**2 * G / (Om * q * q)
    return np.array([ov[3] * fan(gap - E[3], 0, 0, 0), ov[3] * fan(gap - E[3], w, 0, 0),
                     np.sum(ov[:3] * fan(gap - E[:3], 0, 0, 1))])
slope = np.log(parts(2e-4) / parts(1e-4)) / np.log(2)
assert np.allclose(slope, [-4, -2, 0], atol=1e-3)
assert close(parts(1e-4)[0] * 1e-16, -4 * pi * m * w / (es * Om), 1e-4)
print("exponents: intra adiabatic %.4f, intra dynamic %.4f, interband %.4f" % tuple(slope))

# continuum integrals by quadrature, x = q/qw
pref = G * 4 * pi / (2 * pi)**3
def radial(fun, x0, x1, rel=1e-10, **kw):
    return pref * qw * quad(lambda x: fun(x * qw), x0, x1, epsabs=0, epsrel=rel, limit=500, **kw)[0]
eps = lambda q: q * q / (2 * m)
dyn = lambda q: fan(-eps(q), w, 0, 0)
full, inner = radial(dyn, 0, np.inf), radial(dyn, 0, 1)
vbm = radial(lambda q: fan(eps(q), w, 0, 1), 0, np.inf)
assert close(full, -aw, 1e-8), full
assert close(inner, -aw / 2, 1e-8), inner
assert close(vbm, aw, 1e-8), vbm
qs, ms, ws_ = sp.symbols("q m w", positive=True)
sym = sp.integrate(ws_ / sp.pi / (qs**2 / (2 * ms) + ws_), (qs, 0, sp.oo))
assert sp.simplify(sym - ws_ * sp.sqrt(ms / (2 * ws_))) == 0
qc = (6 * pi**2)**(1 / 3) / a; cut = radial(dyn, 0, qc / qw)
assert close(cut, -aw * 2 / pi * np.arctan(qc / qw), 1e-8)
print(f"dynamic, quadrature: CBM {full*meV:.3f}, VBM {vbm*meV:+.3f}, from q<qw {inner*meV:.3f} meV")
print(f"Debye cutoff qc={qc:.4f} 1/bohr: dynamic shift {cut*meV:.3f} meV")
for x in (1.0, 0.1, 0.01):
    s = radial(lambda q: -1 / eps(q), x, 1.0 + x) + radial(lambda q: -1 / eps(q), 1.0 + x, np.inf)
    assert close(s, -aw * 2 / pi / x, 1e-7)
    print(f"adiabatic, q_min={x} qw: {s*meV:.2f} meV")
for dl in (100 / meV, w / 2, 10 / meV, 1 / meV, 0.1 / meV):
    fn = lambda q: (1 / (-eps(q) + 1j * dl)).real; xs = 3 * np.sqrt(dl / w)
    s = radial(fn, 0, xs) + radial(fn, xs, np.inf)
    assert close(s, -aw * np.sqrt(w / (2 * dl)), 1e-7)
    print(f"adiabatic, delta={dl*meV:.2f} meV: {s*meV:.2f} meV")
# away from the edge, both integrals numerical
def ang_pv(q, k):
    c = q / (2 * k)
    if c < 1: v = quad(lambda t: 1.0, -1, 1, weight="cauchy", wvar=-c, epsabs=1e-12)[0]
    else: v = quad(lambda t: 1 / (t + c), -1, 1, epsabs=0, epsrel=1e-10, limit=200)[0]
    return -m / (k * q) * v / 2
def ang_dyn(q, k):
    return quad(lambda t: 0.5 * fan(-(k*q*t + q*q/2) / m, w, 0, 0), -1, 1, epsabs=0, epsrel=1e-10)[0]
for x in (0.5, 0.1):
    k = x * qw; fn = lambda q: ang_pv(q, k)
    s = sum(radial(fn, u, v, 1e-7) for u, v in ((0, 2*x), (2*x, 4*x), (4*x, np.inf)))
    sd = radial(lambda q: ang_dyn(q, k), 0, np.inf, 1e-8)
    assert close(s, -pi * m * w / (4 * es * k), 1e-5) and close(sd, -aw * np.arcsin(x) / x, 1e-6)
    print(f"k={x} qw: adiabatic PV {s*meV:.2f} meV, dynamic {sd*meV:.3f} meV")
# finite temperature: absorption channel
n = 1 / np.expm1(w / (kB * T))
pv = -(quad(lambda x: 1 / (x + 1), 0, 2, weight="cauchy", wvar=1.0, epsabs=1e-12)[0]
       + quad(lambda x: 1 / (x*x - 1), 2, np.inf, epsabs=1e-12)[0]) * pref * qw / w
fi = lambda q: (1 / (w - eps(q) + 1e-3j * w)).imag
im = radial(fi, 0, 2, 1e-9, points=[1.0]) + radial(fi, 2, np.inf)
assert abs(pv) < 1e-8 * aw and close(im, -aw, 1e-4)
print(f"T={T} K: n={n:.4f}, Re {((n+1)*full+n*pv)*meV:.3f} meV, Im {n*im*meV:.3f} meV")

# Brillouin-zone grids, cosine band of mass m, Gamma omitted
def epstein(s):
    th = lambda t: (1 + 2 * sum(mp.exp(-mp.pi * j * j * t) for j in range(1, 6)))**3 - 1
    I = mp.quad(lambda t: th(t) * (t**(s - 1) + t**(0.5 - s)), [1, 2, 5, 20])
    return float((I - 1.0 / s - 1 / (1.5 - s)) * mp.pi**s / mp.gamma(s))
Z4, Z2 = epstein(2), epstein(1)
print(f"Epstein sums: Z4={Z4:.5f}, Z2={Z2:.5f}")
def grid(N, al, om, polar=True):
    j = np.arange(N // 2 + 1); wt = np.where((j == 0) | (j == N // 2), 1.0, 2.0)
    q = 2 * pi * j / (N * al)
    s3 = lambda v: v[:, None, None] + v[None, :, None] + v[None, None, :]
    den = s3((1 - np.cos(q * al)) / (m * al * al)) + om
    if polar: den *= s3(q * q) * al**3 / G
    den[0, 0, 0] = np.inf
    return -np.einsum("ijk,i,j,k->", 1 / den, wt, wt, wt) / N**3
ad, dy = {}, {}
for N in (8, 16, 32, 64, 128):
    ad[N], dy[N] = grid(N, a, 0.0), grid(N, a, w)
    print(f"grid N={N}: adiabatic {ad[N]*meV:.3f} meV, dynamic {dy[N]*meV:.3f} meV")
sl_num, sl_th = (ad[128] - ad[64]) / 64, -m * w * a * Z4 / (4 * pi**3 * es)
assert close(sl_num, sl_th, 2e-3)
print(f"adiabatic slope per unit N: grid {sl_num*meV:.4f}, formula {sl_th*meV:.4f} meV")
err = lambda L: -2 * pi / es * (Z2 / (4 * pi**2 * L) + 1 / (qw**2 * L**3))
assert close(dy[128] - dy[64], err(128 * a) - err(64 * a), 2e-3)
print(f"dynamic grid error, formula: N=64 {err(64*a)*meV:.3f}, N=128 {err(128*a)*meV:.3f} meV")
als = [8.0, 4.0, 2.0]
lim = [grid(int(640 / al), al, w) - err(640.0) for al in als]
for al, v in zip(als, lim): print(f"converged dynamic shift, cosine band a={al} bohr: {v*meV:.3f} meV")
ext = np.polyfit(als, lim, 2)[-1]
assert close(ext, -aw, 2e-3)           # remainder is cubic in qw*a
print(f"extrapolated to a=0: {ext*meV:.3f} meV")
# non-polar control: constant vertex, adiabatic sum converges to the simple cubic Watson integral
s1, s2 = [-grid(N, a, 0.0, False) / (m * a * a) for N in (64, 128)]
watson = quad(lambda t: i0e(t)**3, 0, 10)[0] + quad(
    lambda y: 2 * i0e(1 / y**2)**3 / y**3, 0, 10**-0.5)[0]
assert close(2 * s2 - s1, watson, 1e-4)
print(f"non-polar sum / (g^2 m a^2): N=64 {s1:.5f}, N=128 {s2:.5f}, limit {watson:.5f}")
print("checks complete")
```

Running it gives:

```
inputs: a=8.0 bohr, M=20.0,40.0 u, Z*=2.0, eps_inf=5.0, m=0.3 m_e
inputs: w_TO=25.0 meV, gap=3000 meV, T=300.0 K
Omega=512 bohr^3, reduced mass=24305.2 m_e
w_LO=34.974 meV = 1.285271e-03 Ha, eps_0=9.7854, 1/es=0.09781
Omega q^2 |g|^2 = 7.89853e-04 Ha^2 bohr
alpha=1.0566, qw=0.02777 1/bohr, 1/qw=36.01 bohr
-alpha w = -36.954 meV
two modes, D/w=0.37: dynamic -1.4599, frozen -5.4054 (g^2/w)
two modes, D/w=0.05: dynamic -1.9048, frozen -39.9994 (g^2/w)
exponents: intra adiabatic -4.0000, intra dynamic -2.0001, interband -0.0000
dynamic, quadrature: CBM -36.954, VBM +36.954, from q<qw -18.477 meV
Debye cutoff qc=0.4872 1/bohr: dynamic shift -35.615 meV
adiabatic, q_min=1.0 qw: -23.53 meV
adiabatic, q_min=0.1 qw: -235.26 meV
adiabatic, q_min=0.01 qw: -2352.59 meV
adiabatic, delta=100.00 meV: -15.45 meV
adiabatic, delta=17.49 meV: -36.95 meV
adiabatic, delta=10.00 meV: -48.87 meV
adiabatic, delta=1.00 meV: -154.53 meV
adiabatic, delta=0.10 meV: -488.68 meV
k=0.5 qw: adiabatic PV -58.05 meV, dynamic -38.698 meV
k=0.1 qw: adiabatic PV -290.24 meV, dynamic -37.016 meV
T=300.0 K: n=0.3486, Re -49.837 meV, Im -12.883 meV
Epstein sums: Z4=16.53232, Z2=-8.91363
grid N=8: adiabatic -8.376 meV, dynamic -7.996 meV
grid N=16: adiabatic -17.195 meV, dynamic -14.850 meV
grid N=32: adiabatic -34.733 meV, dynamic -23.077 meV
grid N=64: adiabatic -69.765 meV, dynamic -29.348 meV
grid N=128: adiabatic -139.810 meV, dynamic -32.894 meV
adiabatic slope per unit N: grid -1.0944, formula -1.0943 meV
dynamic grid error, formula: N=64 7.213, N=128 3.667 meV
converged dynamic shift, cosine band a=8.0 bohr: -36.561 meV
converged dynamic shift, cosine band a=4.0 bohr: -36.791 meV
converged dynamic shift, cosine band a=2.0 bohr: -36.881 meV
extrapolated to a=0: -36.955 meV
non-polar sum / (g^2 m a^2): N=64 0.49841, N=128 0.50193, limit 0.50546
checks complete
```
